# Cancelling the nuclear size between Li-like and H-like g factors, part 2

We seek the weight $\Xi$ that frees $\Delta=g(1s^22s)-\Xi\,g(1s)$ of the nuclear size at leading order in the radius. The nucleus, of charge $Z$, is infinitely heavy, spinless, spherical and rigid. One-electron results use $\hbar=c=1$, electron mass $m$ and lengths in $\hbar/(mc)=386.1593$ fm. Write $a=Z\alpha$, $x=a^2$, $\gamma=\sqrt{1-x}$, $N=\sqrt{2+2\gamma}$; $\gamma_E$ is Euler's constant.

The potential energy $V$ differs from $-a/r$ by $\delta V$, with

$$\int\delta V\,d^3r=\int\frac{r^2}{6}\nabla^2\delta V\,d^3r=\frac{2\pi}{3}a\langle r^2\rangle_N .$$

Without relativity the size shifts of level and $g$ factor are

$$\delta E_n=\frac{2}{3}\,\frac{a^4m^3\langle r^2\rangle_N}{n^3},\qquad \delta g=4\,\delta E/m .$$

In the Dirac problem $\delta E_n\propto c_n^2R^{2\gamma}$ for nuclear radius $R\to0$, where $c_nr^\gamma$ is the upper radial function near a point nucleus and, with $b=2\gamma+1$,

$$c_{1s}^2=\frac{(1+\gamma)(2am)^b}{2\Gamma(b)}=\frac{N^2(2am)^b}{4\Gamma(b)} .$$

The point values are

$$g_{1s}=\tfrac23(1+2\gamma)=2-\tfrac23x+\dots,\qquad g_{2s}=\tfrac23(1+N)=2-\tfrac16x+\dots$$

The one-electron weight, the leading-order ratio $\delta g_{2s}/\delta g_{1s}$, is

$$\Xi_0=\frac{(N+2)(N-1)}{2\,N^{N^2}},$$

$$\Xi_0=2^{-2\gamma-1}\left[1+\frac{3x}{16}-\frac{13x^2}{256}+\dots\right]=\frac18\left[1+\left(\ln2+\frac3{16}\right)x+\dots\right].$$

For a uniform sphere of radius $R$ at $Z=20$, the exact ratio lies below $\Xi_0$ by a relative $1.35\times10^{-3}R$. "The program" is the accompanying numerical check; it also finds the exact finite-nucleus energies ("roots").

For three electrons labelled $a,b$, in Hartree units, with $\mathbf r_{ab}=\mathbf r_a-\mathbf r_b$, spin signs $\sigma_a=\pm1$, total $L=0$ and $M_S=\tfrac12$, the operator before the virial reduction is

$$g-2=\alpha^2\Big\langle\sum_a\sigma_a\Big[-p_a^2+\tfrac13r_aV'(r_a)-\tfrac13\sum_{b\ne a}\frac{\mathbf r_{ab}\cdot(\mathbf r_a-2\mathbf r_b)}{r_{ab}^3}\Big]\Big\rangle .$$

A spin-weighted virial theorem reduces it to

$$g-2=\alpha^2\langle Q\rangle,\qquad Q=\sum_a\sigma_a\Big[-\tfrac43p_a^2+\tfrac23r_aV'-\tfrac23\sum_{b\neq a}\frac1{r_{ab}}\Big].$$

Its induced-field term was checked by an angular average over a spherical shell.

## The solvable model: hydrogen with spin-dependent constants

Measure lengths in bohr$/Z$ and energies in $Z^2$ hartree. Then $V=-1/r+\lambda_N\delta^3(\mathbf r)$, the repulsion carries a factor $1/Z$ in both $H$ and $Q$, and $g-2=x\langle Q\rangle$. The contact strength $\lambda_N$ is the integral of $\delta V$ from the opening. Integration by parts gives $\int f\,\mathbf r\cdot\nabla\delta^3=-3f(0)$, so $rV'=1/r-3\lambda_N\delta^3$. By Hellmann–Feynman, $\langle Q\rangle=\partial E/\partial\eta$ for $H+\eta Q$, and the size shift is $x\lambda_N\,\partial^2E/\partial\eta\,\partial\lambda_N$.

To first order in $\eta$ an electron of spin $\sigma$ has mass $\mu_\sigma=1+\tfrac83\sigma\eta$, sees charge $z_\sigma=1-\tfrac23\sigma\eta$ and contact strength $\lambda_N(1-2\sigma\eta)$. Its inverse Bohr length is $k_\sigma=\mu_\sigma z_\sigma=1+2\sigma\eta$. A pair repels with strength $1-\tfrac23\eta(\sigma_a+\sigma_b)$: $1-\tfrac43\eta$ for two up spins, $1$ for opposite spins. In the variable $k_\sigma r$ the one-electron Hamiltonian is $k_\sigma^2/\mu_\sigma$ times that of standard hydrogen with a contact term $\Lambda_\sigma=\lambda_N(1-2\sigma\eta)\mu_\sigma k_\sigma=\lambda_N(1+\tfrac83\sigma\eta)$.

At zeroth order in $1/Z$ the level $-\mu_\sigma z_\sigma^2/2n^2$ has $\eta$ derivative $-2\sigma/3n^2$, and the contact shift $\lambda_N(1-2\sigma\eta)k_\sigma^3/\pi n^3$ has mixed derivative $4\sigma/\pi n^3$. These reproduce the Dirac results $-\tfrac23x/n^2$ and $4\,\delta E/m$. The two $1s$ electrons cancel, leaving $1/2\pi$ from $2s$.

At first order, $E_1$ is the mean repulsion in the determinant $1s\!\uparrow1s\!\downarrow2s\!\uparrow$, which has no partner of the same zeroth-order energy, parity and $M_S$:

$$E_1=J(1\!\uparrow,1\!\downarrow)+J(2\!\uparrow,1\!\downarrow)+(1-\tfrac43\eta)\,[J-K](1\!\uparrow,2\!\uparrow).$$

The first term is even in $\eta$ and drops. The last scales as $k_\uparrow$. For the middle term, with radial densities $\varrho_a,\varrho_b$, rescaling $b$ gives $\iint\varrho_a(s)\varrho_b(t)/\max(s,t/k)$, whose $k$ derivative at $1$ is $1/t$ where $t>s$ and zero elsewhere. Call this the outer part with respect to $b$; the two outer parts add up to the whole integral.

The radial functions are $P_1=2re^{-r}$ and $P_2=r(1-r/2)e^{-r/2}/\sqrt2$. The potential $r^{-1}\int_0^r\varrho+\int_r^\infty\varrho/r'$ and its second, outer piece follow from integrating polynomials times exponentials:

$$\phi_1=\frac1r-e^{-2r}\Big(1+\frac1r\Big),\quad \phi_1^{\rm out}=e^{-2r}(1+2r),\quad \phi_{12}=\sqrt2\,e^{-3r/2}\Big(\frac{2r}9+\frac4{27}\Big),$$

$$\phi_2=\frac1r-e^{-r}\Big(\frac1r+\frac34+\frac r4+\frac{r^2}8\Big),\quad \phi_2^{\rm out}=\frac{e^{-r}}8(r^3-r^2+2r+2),$$

where $\phi_{12}$ belongs to the density $P_1P_2$. With $I_k=\int r^ke^{-3r}dr=k!/3^{k+1}$ one finds $J=\int P_2^2\phi_1=17/81$, $K=\int P_1P_2\phi_{12}=16/729$ and $J_{\rm o}=\int P_2^2\phi_1^{\rm out}=7/243$. As $k_\uparrow$ and $k_\downarrow$ have derivatives $\pm2$, the middle term gives $2[(J-J_{\rm o})-J_{\rm o}]$, and

$$B=\frac{\partial E_1}{\partial\eta}=\Big(2-\frac43\Big)(J-K)+2(J-2J_{\rm o})=\frac{274}{2187}+\frac{666}{2187}=\frac{940}{2187}=0.429813 .$$

The repulsion shifts the Li-like $g$ factor by $Bx/Z=BZ\alpha^2$ at this order.

The mixed derivative needs the orbitals perturbed by $\Lambda\delta^3$. Write $\delta\psi=\Lambda\psi f$, with first-order energy $\varepsilon_1=1/\pi n^3$. For $r>0$ the first-order equation is $-\tfrac12\psi\nabla^2f-\nabla\psi\cdot\nabla f=\varepsilon_1\psi$, which is $(P^2f')'=-2\varepsilon_1P^2$, so $P^2f'=2\varepsilon_1\int_r^\infty P^2$. Near the origin $P^2\to4\pi\varepsilon_1r^2$, hence $f\to-1/2\pi r$ and $\nabla^2f=2\delta^3$, which supplies the contact source. For $1s$, $\int_r^\infty P_1^2=e^{-2r}(2r^2+2r+1)$ and $\pi f_1'=1+1/r+1/2r^2$. For $2s$, $\int_r^\infty P_2^2=\tfrac12e^{-r}(r^4/4+r^2+2r+2)$ and

$$4\pi f_2'=\frac{r^4+4r^2+8r+8}{r^2(r-2)^2}=1+\frac4r+\frac2{r^2}+\frac{14}{(r-2)^2}.$$

Therefore

$$\pi f_1=r+\ln r-\frac1{2r}+C_1,\qquad 4\pi f_2=r+4\ln r-\frac2r-\frac{14}{r-2}+C_2 .$$

The pole at $r=2$ is cancelled by the node: $(1-r/2)\cdot[-14/(r-2)]=7$. The constants make $\langle f\rangle=0$. With $\int r^k\ln r\,e^{-sr}dr=k!\,s^{-k-1}(H_k-\gamma_E-\ln s)$, $H_k$ the harmonic number, the $1s$ means of $r$, $\ln r$, $1/r$ are $\tfrac32$, $\tfrac32-\gamma_E-\ln2$, $1$, and the $2s$ means of $r$, $\ln r$, $1/r$, $14/(r-2)$ are $6$, $\tfrac94-\gamma_E$, $\tfrac14$, $\tfrac72$. So $C_1=-\tfrac52+\gamma_E+\ln2$ and $C_2=-11+4\gamma_E$.

Define $\delta\varrho_i=2P_i^2f_i$ and the five responses $A=\int\delta\varrho_2\phi_1$, $A'=\int\delta\varrho_2\phi_1^{\rm out}$, $D=\int\delta\varrho_1\phi_2$, $D'=\int\delta\varrho_1\phi_2^{\rm out}$, $K'=2\int P_1P_2(f_1+f_2)\phi_{12}$. The up-up term is $(1-\tfrac43\eta)k_\uparrow\Lambda_\uparrow(A+D-K')$, with $\eta$ coefficient $-\tfrac43+2+\tfrac83=\tfrac{10}3$. The middle term is $\Lambda_\uparrow A+\Lambda_\downarrow D$; the strengths give $\tfrac83(A-D)$ and the two scales give $2(A-2A')+2(2D'-D)$. Dividing by the zeroth-order value $1/2\pi$, the Li-like size shift is $\delta g_{2s}(1+c_1/Z)$ with

$$c_1=2\pi\Big[\tfrac{10}3(A+D-K')+\tfrac83(A-D)+2(A-2A'+2D'-D)\Big]=2\pi\Big[8A-\tfrac43D-\tfrac{10}3K'-4A'+4D'\Big].$$

The bare $1/r$ pieces follow from Hellmann–Feynman in the charge: $\int\delta\varrho_n/r=-\partial_z(z^3/\pi n^3)=-3/\pi n^3$. The rest are moments against $e^{-3r}$, in which $\gamma_E$ cancels. With $\ell=\ln3$, the moments $M_n=4\pi\int\delta\varrho_2e^{-2r}r^n$ are $M_{-1}=-\tfrac{67}{162}-\tfrac29\ell$, $M_0=-\tfrac8{81}\ell$, $M_1=\tfrac{40}{729}-\tfrac{16}{243}\ell$, and

$$\pi A=\tfrac14\Big(-\tfrac32-M_0-M_{-1}\Big)=-\tfrac{22}{81}+\tfrac{13}{162}\ell,\qquad \pi A'=\tfrac14(2M_1+M_0)=\tfrac{20}{729}-\tfrac{14}{243}\ell .$$

With $s=\ln\tfrac23$, the moments $N_n=\tfrac\pi8\int\delta\varrho_1e^{-r}r^n=I_{n+3}+I_{n+2}(H_{n+2}-\tfrac52+s)-\tfrac12I_{n+1}$ are, for $n=-1,\dots,3$, $-\tfrac7{27}+\tfrac s9$, $-\tfrac1{18}+\tfrac{2s}{27}$, $\tfrac1{81}+\tfrac{2s}{27}$, $\tfrac7{81}+\tfrac{8s}{81}$, $\tfrac{178}{729}+\tfrac{40s}{243}$, and

$$\pi D=-3-8\Big(N_{-1}+\tfrac34N_0+\tfrac14N_1+\tfrac18N_2\Big)=-\tfrac{19}{27}-\tfrac{128}{81}s,$$

$$\pi D'=N_3-N_2+2N_1+2N_0=\tfrac{52}{729}+\tfrac{88}{243}s .$$

For the exchange, $P_1P_2\phi_{12}=\tfrac8{27}e^{-3r}\,w$ with $w=r^2+r^3-\tfrac34r^4$, and $\pi(f_1+f_2)=\tfrac54r+2\ln r-1/r+C_1+\tfrac14C_2+\tfrac74(1-r/2)^{-1}$. The integrals of $w$, $rw$, $w/r$ against $e^{-3r}$ are $\tfrac2{27}$, $\tfrac4{81}$, $\tfrac7{54}$, the $H_k$-weighted integral of $w$ is $\tfrac5{54}$, and the pole term gives $\tfrac74(I_2+\tfrac32I_3)=\tfrac{35}{108}$. Collecting,

$$\pi K'=\tfrac{16}{27}\Big[\tfrac5{81}+\tfrac5{27}-\tfrac7{54}+\tfrac{35}{108}+\tfrac2{27}\big(-\tfrac{21}4+\ln2-2\ell\big)\Big]=\tfrac{68}{2187}+\tfrac{32}{729}(\ln2-2\ell).$$

Numerically $\pi(A,A',D,D',K')=(-0.183445,-0.035860,-0.062969,-0.075505,-0.034930)$, and

$$c_1=\frac{14912\ln2-10456\ln3}{2187}-\frac{15256}{6561}=-2.851492 .$$

The term $8A$ alone gives $2\cdot8\cdot(-0.183445)=-2.935$ and the other four nearly cancel. Since $A$ is also the first-order change of the $2s$ density at the nucleus caused by the potential of one $1s$ electron, the negative sign is that of screening: the core pushes the valence electron away from the nucleus. The program tests $B$ and $c_1$ by a sum over states in a Gaussian basis, with a Gaussian nucleus and the operator before the virial reduction; it finds $0.429812$ and $-2.8528$, the latter asserted within $0.01$ of $c_1$. The difference of $0.0013$ is attributed to the finite test radius, which was not tested separately. This checks the reduction and the integrals; the two-electron operator itself rests on the derivation above and on the shell average.

The weight is thus

$$\Xi=\Xi_0\,(1+c_1/Z),$$

with terms of relative order $1/Z^2$ and $x/Z$ not derived here; the product form is a convention at order $x/Z$. The expansion in $Z\alpha$ is the smaller correction for light ions: at $Z=20$ it raises $1/8$ by $1.9\%$, while $c_1/Z$ lowers it by $14\%$.

## What is left of the dependence on α

Keep the point Dirac values, $BZ\alpha^2$, and the Schwinger term $\alpha/\pi$ in each $g$. The Schwinger term is an input; the tabulated $|g_e|-2$ differs from it by $-1.51\times10^{-3}$ of $\alpha/\pi$. Then

$$\Delta=\tfrac23(1+N)+BZ\alpha^2-\tfrac23\Xi(1+2\gamma)+(1-\Xi)\frac\alpha\pi .$$

In the derivative $\Xi$ is a fixed number, because the same chosen number multiplies the measured and the computed $g(1s)$; were it varied, the term $g_{1s}\,d\Xi$ would appear on both sides and cancel. From $dx/d\ln\alpha=2x$ follow $d\gamma/d\ln\alpha=-x/\gamma$ and $dN/d\ln\alpha=-x/\gamma N$, so

$$S=\frac{\partial\Delta}{\partial\ln\alpha}=-\frac{2x}{3\gamma N}+\frac{4\Xi x}{3\gamma}+2BZ\alpha^2+(1-\Xi)\frac\alpha\pi,\qquad \frac{u(\alpha)}\alpha=\frac{u(\Delta)}{|S|}.$$

The program tests the two Dirac terms against a finite difference in $\alpha$ of the finite-nucleus roots. For $\Xi=\tfrac18$ and small $x$ they sum to $-x/3+x/6=-x/6$, a quarter of the binding correction $-\tfrac23x$ and an eighth of the H-like sensitivity $-\tfrac43x$: a factor of four is lost in passing from $1s$ to $2s$, and the subtraction that removes the nucleus halves what is left. What remains is opposite in sign to the Schwinger part $7\alpha/8\pi$, and the two cancel at $Z=\sqrt{21/4\pi\alpha}=15.13$. With the $1/Z$ terms:

| $Z$ | $\Xi_0$ | $\Xi$ | $10^3S$ |
|---|---|---|---|
| 6 | 0.125211 | 0.0657 | 1.97 |
| 10 | 0.125588 | 0.0898 | 1.43 |
| 14 | 0.126156 | 0.1005 | 0.63 |
| 20 | 0.127373 | 0.1092 | −1.08 |
| 30 | 0.130421 | 0.1180 | −5.32 |
| 40 | 0.134846 | 0.1252 | −11.29 |

The zero moves to $Z=16.49$ in this model. The omitted interelectronic term of order $x/Z^2=\alpha^2$ would change $S$ by $2\alpha^2\approx1\times10^{-4}$ per unit coefficient, which is a tenth of $S$ at $Z=20$ and, with the slope of about $-3\times10^{-4}$ per unit of $Z$ read from the table, shifts the zero by a few tenths. The relativistic correction to the $1/Z$ term, of order $x^2/Z$, is omitted too; per unit coefficient it changes $S$ by $4x^2/Z$, which is $5\times10^{-5}$ near the zero, $9\times10^{-5}$ at $Z=20$ and $7\times10^{-4}$ at $Z=40$, so if the two unknown coefficients were equal, it would be the larger of the two omitted terms above $Z\approx21$. Ions near $Z=16$ or $17$ carry almost no information on $\alpha$ in a single difference. At $Z=6$ the factor $c_1/Z$ is nearly one half, so that row shows only the trend.

A trap measures the ratio of the Larmor frequency $g|e|B/2m_e$ to the cyclotron frequency $qB/M$ of the ion, so $g=2(q/|e|)(m_e/M)\,\omega_L/\omega_c$. A relative error in $m_e/M$ is common to both charge states of one nuclide, whose masses differ by two electrons and their binding, and it enters as $|\Delta|\,u_r(m_e/M)$. Since $\Delta\approx2(1-\Xi)$ exceeds $|S|$ more than a thousandfold at $Z=20$ and still more than a hundredfold at $Z=40$, this error is not weighted away.

## An ion with Z = 20

Take $Z=20$ and an rms radius of roughly $3.5$ fm, a rough size for such a nucleus, or $9.0636\times10^{-3}$ in units of $\hbar/mc$, with an assumed relative error of $10^{-3}$. With $1/\alpha=137.035999$, $a=0.1459471$, $x=0.0213005$, $\gamma=0.9892924$ and $N=1.9946390$.

The series gives $2^{-2.9785848}=0.1268693$ times $1+0.0039938-0.0000230=1.0039708$, or $0.127373$, in agreement with the closed form $\Xi_0=0.12737302$. With $1+c_1/Z=0.857425$ the weight is $\Xi=0.10921$. The point values are $g_{1s}=1.9857232$ and $g_{2s}=1.9964260$, and with $BZ\alpha^2=4.578\times10^{-4}$ and $\alpha/\pi=2.3228\times10^{-3}$,

$$\Delta=1.99643+0.00046-0.21687+0.00207=1.7821,$$

where, at this fixed weight, the omitted $\alpha^2$ and $x^2/Z$ terms make the last digit uncertain. The weight itself is less certain: a $1/Z^2$ term of unit coefficient in $\Xi$ would lower $\Delta$ by $6\times10^{-4}$.

The size shifts for a uniform sphere are $\delta g_{1s}=1.146042\times10^{-7}$ and $\delta g_{2s}=1.459728\times10^{-8}$. The opening estimate $\tfrac83x^2m^2\langle r^2\rangle=9.9\times10^{-8}$ is $13\%$ below the exact $1s$ value; the factor $(2amR)^{2\gamma-2}=1.13$ in $c_{1s}^2R^{2\gamma}$, with sphere radius $R=\sqrt{5/3}\times9.0636\times10^{-3}=0.0117$, supplies most of the difference. The logarithmic slope $d\ln\delta g_{1s}/d\ln R$ is $1.9756$, close to $2\gamma=1.9786$. A shell of the same rms radius changes $\delta g_{1s}$ by $4.06\times10^{-11}$. The one-electron difference $\delta g_{2s}-\Xi_0\,\delta g_{1s}$ is $-2.11\times10^{-13}$ for the sphere and $-2.05\times10^{-13}$ for the shell, that is $1.4\times10^{-5}$ of $\delta g_{2s}$, near the $1.6\times10^{-5}$ given by the linear law $1.35\times10^{-3}R$. This remainder is calculable, and between these two shapes it moves by only $6\times10^{-15}$.

The Li-like shift is $1.459728\times10^{-8}\times0.857425=1.2516\times10^{-8}$. A radius error reaches $\alpha$ as $1.9756\times10^{-3}$ times the uncancelled size shift divided by $|S|$:

| quantity | uncancelled shift | $S$ | $u(\alpha)/\alpha$ |
|---|---|---|---|
| $g(1s)$ alone | $1.15\times10^{-7}$ | $-2.64\times10^{-2}$ | $8.6\times10^{-9}$ |
| weight $1/8$ | $1.81\times10^{-9}$ | $-6.6\times10^{-4}$ | $5.4\times10^{-9}$ |
| weight $\Xi_0$ | $2.08\times10^{-9}$ | $-6.0\times10^{-4}$ | $6.9\times10^{-9}$ |
| weight $\Xi$ | $3.7\times10^{-11}$ | $-1.08\times10^{-3}$ | $7\times10^{-11}$ |

The relativistically exact $\Xi_0$ does worse than plain $1/8$. At this $Z$ the correct weight lies below $1/8$ (in the table of $S$ it reaches $1/8$ only near $Z=40$), and the $Z\alpha$ correction alone moves away from it: the leftover is $\Xi_0\,\delta g_{1s}-1.2516\times10^{-8}$, which grows with the weight. Either one-electron weight cuts the nuclear term by a factor near $60$ but cuts $S$ by about $40$, so almost nothing is gained over the H-like ion alone. The last row assumes that a term $1/Z^2$ with unit coefficient has been left out of the weight, $\delta g_{2s}/400=3.65\times10^{-11}$, plus the small one-electron remainder. The row counts only the radius error of this leftover, so the leftover itself must still be calculated or absorbed into a better weight: left out of the theory as well, it would bias $\alpha$ by $3.65\times10^{-11}/1.076\times10^{-3}=3.4\times10^{-8}$. It is an estimate of size, not a value, and a missed $x/Z\approx10^{-3}$ term would be comparable with $1/Z^2=2.5\times10^{-3}$. On that estimate the radius error falls a hundredfold, to below the tabulated $u(\alpha)/\alpha=1.51\times10^{-10}$.

The sensitivity is the sum $-4.061\times10^{-3}+0.916\times10^{-3}+2.069\times10^{-3}=-1.076\times10^{-3}$. Matching the tabulated accuracy of $\alpha$ needs $u(\Delta)=1.076\times10^{-3}\times1.51\times10^{-10}=1.6\times10^{-13}$. For equal, independent errors in the two measurements, $u(\Delta)=u(g)\sqrt{1+\Xi^2}$, so each $g\approx2$ must be measured to a relative $8\times10^{-14}$. The point-nucleus theory of $\Delta$, including bound-state QED, recoil and the electron repulsion to high order, must reach the same $1.6\times10^{-13}$; none of this is helped by the argument above. Nuclear polarization and the cross terms of QED with the nuclear size are not treated here.

In the weighted difference the mass ratio $m_e/M$ limits $\alpha$ far more than the nuclear radius does; in $g(1s)$ alone the radius is the larger of the two errors estimated here. The next numbers count only the error of $m_e$; the error of the ion mass $M$ enters a single difference with the same factor $|\Delta/S|$ and must be added. With the tabulated relative error $1.77\times10^{-11}$ of $m_e$ in atomic mass units, $1.782\times1.77\times10^{-11}/1.076\times10^{-3}=2.9\times10^{-8}$, about two hundred times the tabulated error of $\alpha$ and worse than the $1.986\times1.77\times10^{-11}/2.64\times10^{-2}=1.3\times10^{-9}$ that the same error causes in $g(1s)$ alone. A second difference removes most of the electron-mass error, at the price of a severe demand on the nuclide masses. For $\Delta(20)-\Delta(10)$ the large constants cancel down to $-0.0401$ (about $-0.038$ if $\Xi$ had a $1/Z^2$ term of unit coefficient), while the sensitivities, lying on opposite sides of the zero, add in size: $-1.076\times10^{-3}-1.430\times10^{-3}=-2.51\times10^{-3}$. The electron mass then contributes $0.0401\times1.77\times10^{-11}/2.51\times10^{-3}=2.8\times10^{-10}$, a hundred times less but still about twice the tabulated error of $\alpha$. The masses of the two nuclides are independent and do not cancel: each enters with its full $\Delta$, $1.78$ at $Z=20$ and $1.82$ at $Z=10$, so the ratio of the two ion masses must be known to about $1.51\times10^{-10}\times2.51\times10^{-3}/1.78=2\times10^{-13}$. Against the electron mass alone, going to higher $Z$ with a single difference helps less: $|S|$ at $Z=40$ is ten times that at $Z=20$, but the electron mass still contributes $2.7\times10^{-9}$, ten times as much as in the second difference, and the $x/Z$ terms of $\Xi$, absent from the nonrelativistic $c_1$, grow with $Z$. Against the ion masses the order is reversed: a relative error in $M$ is multiplied by $|\Delta/S|\approx155$ in the single difference at $Z=40$, but by about $700$ for each nuclide in the second difference.

## Calculated quantities

```
angular factor of int rGF = -2.6666666667
Z=80 R=0.02 1s: g(definition)=1.749638109 g(dE/dm)=1.749638109 dg=4.3013e-04
Z=80 R=0.02 2s: g(definition)=1.935827566 g(dE/dm)=1.935827566 dg=7.3393e-05
Z=20 R=1e-7: Xi0=0.127373021 sphere=0.127373021 shell=0.127373021
Z=80 R=1e-7: Xi0=0.171109625 sphere=0.171109622 shell=0.171109622
Z=20 relative residual at R=1e-4, 1e-5: 1.345e-07, 1.346e-08
series coefficients: 3/16, -13/256; from Z=5 roots: 0.18743, -0.05087
x coefficient of 8*Xi0: ln2+3/16 = 0.880647
shell field average ra=1 rb=2 bohr: -0.333333 1/bohr
shell field average ra=2 rb=1 bohr: 0.000000 1/bohr
C1 = -5/2 + EulerGamma + log(2); C2 = -11 + 4*EulerGamma
J=17/81 K=16/729 J_outer=7/243 (Z*hartree); B = 940/2187 = 0.429813
pi*(A,A',D,D',K') = -0.183445, -0.035860, -0.062969, -0.075505, -0.034930
c1 = -10456*log(3)/2187 - 15256/6561 + 14912*log(2)/2187
c1 = -2.851492
Gaussian basis: 2s/1s ratio=0.12501 B=0.429812 c1=-2.8528
1/alpha=137.035999 alpha/pi=2.322819e-03 (|g_e|-2)/(alpha/pi)-1=-1.51e-03
example Z=20, rms=3.5 fm = 9.063618e-03 hbar/mc (hbar/mc=386.1593 fm), u_r(R)=0.001
Z alpha=0.1459471 x=0.0213005 gamma=0.98929240 N=1.99463902
point g1s=1.9857232037 g2s=1.9964260109 B Z alpha^2=4.57762e-04
sphere dg1s=1.146042e-07 dg2s=1.459728e-08; dln(dg)/dlnR=1.97563
shell  dg1s=1.146448e-07 dg2s=1.460245e-08; shape change 1s=4.055e-11
dg2s-Xi0*dg1s: sphere=-2.107e-13 shell=-2.049e-13
Xi0=0.12737302 1+c1/Z=0.857425 Xi=0.10921286
Li-like size shift=1.25161e-08 Delta=1.782086392
H-like alone: S=-2.6385e-02, u_r(alpha) from radius=8.58e-09
weight 1/8: leftover=1.81e-09 S=-6.5981e-04 u_r(alpha)=5.42e-09
weight Xi0: leftover=2.08e-09 S=-5.9720e-04 u_r(alpha)=6.89e-09
weight Xi, unit 1/Z^2 missed: leftover=3.67e-11 S=-1.0764e-03 u_r(alpha)=6.73e-11
S parts Z=20: Dirac=-4.0610e-03 1/Z=9.1552e-04 Schwinger=2.0691e-03
Z=6: Xi0=0.125211 Xi=0.065705 S=1.9732e-03
Z=10: Xi0=0.125588 Xi=0.089777 S=1.4302e-03
Z=14: Xi0=0.126156 Xi=0.100461 S=6.3376e-04
Z=20: Xi0=0.127373 Xi=0.109213 S=-1.0764e-03
Z=30: Xi0=0.130421 Xi=0.118024 S=-5.3214e-03
Z=40: Xi0=0.134846 Xi=0.125233 S=-1.1285e-02
zero of S at Z=16.49; crude sqrt(21/(4 pi alpha))=15.13
tabulated u_r(alpha)=1.51e-10 u_r(m_e in u)=1.77e-11
needed u(Delta)=1.62e-13, relative per g=8.06e-14
u_r(alpha) from m_e: single difference=2.93e-08
Delta(20)-Delta(10)=-0.040134 S=-2.5066e-03 u_r(alpha) from m_e=2.83e-10
```
